# Rayleigh depolarization and the polarizability anisotropy of N2 and CO2

A dilute gas is lit by a beam that travels along $x$ and is linearly polarized along $z$. A detector views the gas along $y$, at right angles to both the beam and its polarization. An analyser in front of the detector passes either the $x$ or the $z$ component of the scattered light. The depolarization ratio is

$$\rho=\frac{I_x}{I_z}.$$

Each molecule has a real symmetric polarizability tensor $\alpha_{ij}$ with principal values $a_1,a_2,a_3$. Its mean and its anisotropy are defined by

$$\alpha=\tfrac13(a_1+a_2+a_3),$$

$$\gamma^2=\tfrac12\left[(a_1-a_2)^2+(a_2-a_3)^2+(a_3-a_1)^2\right].$$

The molecules are small compared with the wavelength, the light is far from any resonance, and all orientations are equally likely. The detector collects the unshifted line together with the rotational Raman light on either side of it, but no vibrational Raman light. Orientation is treated classically. Polarizabilities are in atomic units (a.u.), with $1$ a.u. $=0.148185$ Å$^3$.

## Part (a): from fields to averages

**Question.** Express $\rho$ through orientational averages of components of $\alpha_{ij}$. Explain why intensities, and not amplitudes, are added over the molecules.

**Answer.** The incident field has only a $z$ component, of amplitude $E$. It induces in a molecule the dipole

$$p_i=\alpha_{iz}E .$$

The far field of an oscillating dipole is proportional to the part of $\mathbf p$ perpendicular to the viewing direction. For viewing along $y$ this leaves $p_x$ and $p_z$. The component $p_y$ points at the detector and sends no light there.

Molecule $m$ contributes with a phase $\phi_m$ set by its position, through the path from source to molecule to detector. Apart from common factors, the intensity in component $i$ is

$$\Big|\sum_m\alpha^{(m)}_{iz}e^{i\phi_m}\Big|^2=\sum_m\big(\alpha^{(m)}_{iz}\big)^2+\sum_{m\neq m'}\alpha^{(m)}_{iz}\alpha^{(m')}_{iz}e^{i(\phi_m-\phi_{m'})}.$$

In a dilute gas the positions are independent of one another and of the orientations. They are spread over a region much larger than the wavelength, so at right-angle viewing the phases are uniformly distributed. Each term of the double sum then averages to zero. The first sum gives the number of molecules times $\langle\alpha_{iz}^2\rangle$, where the brackets denote an average over orientations.

The rotational shifts are tiny fractions of the optical frequency, so the frequency factor in the radiated power is taken as common to all the light collected. It cancels in the ratio, as do $E^2$ and the number of molecules:

$$\rho=\frac{\langle\alpha_{xz}^2\rangle}{\langle\alpha_{zz}^2\rangle}.\tag{1}$$

The numerator shows the origin of depolarization. A tilted anisotropic molecule acquires a dipole that is not parallel to the field. An isotropic one has $\alpha_{xz}=0$ in every orientation. In a dense fluid, where positions and orientations are correlated, the double sum need not vanish and (1) can fail.

## Part (b): the rotational average

**Question.** Evaluate both averages for a general tensor, and obtain $\rho$ in terms of $\alpha$ and $\gamma$. Apply the result to principal values 7, 10 and 16 a.u.

**Answer.** Separate the isotropic part:

$$\alpha_{ij}=\alpha\,\delta_{ij}+\beta_{ij},\qquad \beta_{xx}+\beta_{yy}+\beta_{zz}=0 .$$

The three averages $\langle\beta_{xx}\rangle,\langle\beta_{yy}\rangle,\langle\beta_{zz}\rangle$ are equal, because no axis is preferred. Their sum is zero, so each vanishes. Since $\delta_{xz}=0$,

$$\langle\alpha_{xz}^2\rangle=\langle\beta_{xz}^2\rangle,$$

$$\langle\alpha_{zz}^2\rangle=\alpha^2+2\alpha\langle\beta_{zz}\rangle+\langle\beta_{zz}^2\rangle=\alpha^2+\langle\beta_{zz}^2\rangle .$$

Three averages are needed:

$$S=\langle\beta_{zz}^2\rangle,\qquad T=\langle\beta_{xx}\beta_{zz}\rangle,\qquad P=\langle\beta_{xz}^2\rangle .$$

By isotropy they have the same values for any choice of perpendicular axes. Three conditions fix them.

*Zero trace.* Multiply the trace condition by $\beta_{zz}$ and average. The $xx$ and $yy$ terms each give $T$, so

$$2T+S=0,\qquad T=-\tfrac12S .$$

*Axes turned by 45°.* Let $\mathbf e_{x'}=(\mathbf e_x+\mathbf e_z)/\sqrt2$ and $\mathbf e_{z'}=(\mathbf e_z-\mathbf e_x)/\sqrt2$. Then

$$\beta_{x'z'}=\tfrac12(\beta_{xz}-\beta_{xx}+\beta_{zz}-\beta_{zx})=\tfrac12(\beta_{zz}-\beta_{xx}),$$

because $\beta_{xz}=\beta_{zx}$. The mean square of the left side is again $P$. Squaring the right side gives

$$P=\tfrac14(S-2T+S)=\tfrac12(S-T)=\tfrac34S .$$

*Invariant length.* The sum of the squares of all nine components does not change under rotation. In the principal axes it is

$$\sum_i(a_i-\alpha)^2=\sum_ia_i^2-3\alpha^2=\sum_ia_i^2-\tfrac13\Big(\sum_ia_i\Big)^2=\tfrac23\Big(\sum_ia_i^2-\sum_{i<j}a_ia_j\Big).$$

Expanding the definition of $\gamma^2$ gives $\gamma^2=\sum_ia_i^2-\sum_{i<j}a_ia_j$, so the sum is $2\gamma^2/3$. In laboratory axes there are three diagonal and six off-diagonal components:

$$3S+6P=\tfrac23\gamma^2 .$$

With $P=\frac34S$ the left side is $\frac{15}{2}S$. Hence

$$S=\frac{4\gamma^2}{45},\qquad P=\frac{\gamma^2}{15}.$$

The two intensities are therefore proportional to

$$\langle\alpha_{xz}^2\rangle=\frac{\gamma^2}{15},\qquad \langle\alpha_{zz}^2\rangle=\alpha^2+\frac{4\gamma^2}{45}.\tag{2}$$

Dividing, and multiplying numerator and denominator by 45, gives

$$\boxed{\rho=\frac{3\gamma^2}{45\alpha^2+4\gamma^2}}\tag{3}$$

For the model tensor, $\alpha=33/3=11$ a.u. and $\gamma^2=\frac12(9+36+81)=63$ a.u.$^2$, so $\gamma=7.94$ a.u. Equation (2) gives $63/15=4.2$ and $121+5.6=126.6$ a.u.$^2$, hence $\rho=0.0332$. Numerical integration over all rotations confirms these averages. The anisotropy is 72% of the mean polarizability, yet $\rho$ is only about 3%: $\gamma$ enters squared and with a small numerical weight.

A separate simulation added waves of random phase from linear molecules with $\alpha=10$ and $\gamma=6$ a.u. It gave $\rho=0.0232$, against $0.0233$ from (3). This illustrates that intensities add on average once the phases are random. That the phases are random in a dilute gas is the argument of part (a).

## Part (c): a linear molecule done directly

**Question.** For a linear molecule with polarizabilities $\alpha_\parallel$ along the axis and $\alpha_\perp$ across it, verify (2) by integrating over the direction of the axis.

**Answer.** The principal values are $\alpha_\perp,\alpha_\perp,\alpha_\parallel$. One of the differences in $\gamma^2$ is zero and two are equal in size, so $\gamma^2=(\alpha_\parallel-\alpha_\perp)^2$. For linear molecules $\gamma$ is given a sign by setting $\gamma=\alpha_\parallel-\alpha_\perp$. Together with $3\alpha=\alpha_\parallel+2\alpha_\perp$ this means

$$\alpha_\parallel=\alpha+\tfrac23\gamma,\qquad \alpha_\perp=\alpha-\tfrac13\gamma .$$

If $\mathbf n$ is the unit vector along the axis,

$$\alpha_{ij}=\alpha_\perp\delta_{ij}+\gamma n_in_j=\alpha\,\delta_{ij}+\gamma\left(n_in_j-\tfrac13\delta_{ij}\right).\tag{4}$$

For a random direction, $u=n_z$ is uniformly distributed between $-1$ and $1$, and the azimuth $\varphi$ is uniform. Thus

$$\langle n_z^2\rangle=\tfrac12\int_{-1}^1u^2\,du=\tfrac13,\qquad \langle n_z^4\rangle=\tfrac12\int_{-1}^1u^4\,du=\tfrac15 .$$

Since $n_x^2=(1-u^2)\cos^2\varphi$ and $\langle\cos^2\varphi\rangle=\frac12$,

$$\langle n_x^2n_z^2\rangle=\tfrac12\left(\tfrac13-\tfrac15\right)=\tfrac1{15}.$$

The off-diagonal average is $\langle\alpha_{xz}^2\rangle=\gamma^2\langle n_x^2n_z^2\rangle=\gamma^2/15$. In the diagonal average the cross term vanishes because $\langle n_z^2-\frac13\rangle=0$, and

$$\langle\alpha_{zz}^2\rangle=\alpha^2+\gamma^2\left(\tfrac15-\tfrac23\cdot\tfrac13+\tfrac19\right)=\alpha^2+\tfrac{4}{45}\gamma^2 .$$

Both agree with (2).

## Part (d): what a measured ratio can tell

**Question.** Solve (3) for $|\gamma|$ and find how an error in $\rho$ affects it. What are the largest ratios possible for a general molecule with nonnegative principal values, and for a linear one with $\gamma<0$? When does $\rho$ reveal the sign of $\gamma$?

**Answer.** Clearing the denominator in (3) gives $45\alpha^2\rho+4\gamma^2\rho=3\gamma^2$. Collecting $\gamma^2$,

$$|\gamma|=\alpha\sqrt{\frac{45\rho}{3-4\rho}} .\tag{5}$$

The ratio determines $|\gamma|/\alpha$. The scale must come from a separate value of $\alpha$, and a relative error in $\alpha$ passes unchanged to $|\gamma|$. At fixed $\alpha$, the logarithm of (5) gives

$$\frac{d|\gamma|}{|\gamma|}=\frac12\left(\frac1\rho+\frac4{3-4\rho}\right)d\rho=\frac{d\rho}{2\rho\,(1-4\rho/3)} .\tag{6}$$

For small $\rho$ the relative error of $|\gamma|$ is about half that of $\rho$.

To find the bounds, put $q=\gamma^2/\alpha^2$. Then $\rho=3q/(45+4q)$, whose derivative $135/(45+4q)^2$ is positive, so the largest $q$ gives the largest $\rho$. From the expanded form of $\gamma^2$,

$$\gamma^2=\Big(\sum_ia_i\Big)^2-3\sum_{i<j}a_ia_j=9\alpha^2-3\sum_{i<j}a_ia_j .$$

With nonnegative principal values the last sum cannot be negative. Hence $q\le9$ and

$$\rho\le\frac{27}{45+36}=\frac13 .$$

Equality requires every product $a_ia_j$ to vanish. This is the rod, polarizable along one axis alone.

For a linear molecule with $\gamma<0$, the condition $\alpha_\parallel=\alpha+\frac23\gamma\ge0$ gives $|\gamma|\le\frac32\alpha$, or $q\le\frac94$. Then

$$\rho\le\frac{27/4}{45+9}=\frac18 ,$$

reached by the disc, with $\alpha_\parallel=0$. A linear molecule with nonnegative principal values and $\rho>1/8$ must therefore have $\gamma>0$. Below that value both signs are possible, since (3) contains $\gamma^2$.

If principal values of both signs are admitted, $\alpha$ can vanish while $\gamma$ does not, and (3) gives $\rho=3/4$. This is the ratio for purely anisotropic scattering.

## Part (e): nitrogen and carbon dioxide

**Question.** Rough measured ratios are 0.010 for N$_2$ and 0.040 for CO$_2$. For illustration, allow $\pm0.001$ on each. Static polarizabilities were calculated with second-order Møller–Plesset theory (MP2) in the aug-cc-pVDZ basis, with fixed bond lengths of 1.10 Å (N–N) and 1.16 Å (C–O). Their means are $\alpha=11.40$ a.u. for N$_2$ and $17.25$ a.u. for CO$_2$. Extract $|\gamma|$. Then compare it with the calculated anisotropy, using the MP2 components $(\alpha_\parallel,\alpha_\perp)=(14.34,\,9.93)$ a.u. for N$_2$ and $(27.42,\,12.16)$ a.u. for CO$_2$.

**Answer.** The calculated polarizabilities come from the energy in a static field $F$. Both molecules have a centre of inversion, so the energy is even in $F$:

$$E(F)=E(0)-\tfrac12\alpha_{FF}F^2+O(F^4),\qquad \alpha_{FF}\approx-\frac{2[E(F)-E(0)]}{F^2},$$

where $\alpha_{FF}$ is the component along the field, here with $F=0.004$ a.u.

For N$_2$, equation (5) gives

$$\frac{|\gamma|}{\alpha}=\sqrt{\frac{45(0.010)}{3-0.040}}=\sqrt{\frac{0.450}{2.960}}=0.390,$$

$$|\gamma|=0.390\times11.40\approx4.4\ \text{a.u.}=0.66\ \text{Å}^3 .$$

For CO$_2$,

$$\frac{|\gamma|}{\alpha}=\sqrt{\frac{45(0.040)}{3-0.160}}=\sqrt{\frac{1.800}{2.840}}=0.796,$$

$$|\gamma|=0.796\times17.25\approx13.7\ \text{a.u.}=2.0\ \text{Å}^3 .$$

The allowance of 0.001 is 10% of the nitrogen ratio. By (6) it changes $|\gamma|$ by about 5%, giving a range of 4.2 to 4.7 a.u. For carbon dioxide it is 2.5% of the ratio and changes $|\gamma|$ by about 1.3%, giving 13.6 to 13.9 a.u. These ranges contain no error from $\alpha$.

Both ratios lie below $1/8$, so they do not fix the sign. The calculation does: $\alpha_\parallel>\alpha_\perp$ in both molecules, hence $\gamma>0$. The extracted components $\alpha+\frac23\gamma$ and $\alpha-\frac13\gamma$ are then 14.4 and 9.9 a.u. for N$_2$, and 26.4 and 12.7 a.u. for CO$_2$.

The MP2 anisotropies are $14.34-9.93=4.41$ a.u. and $27.42-12.16=15.26$ a.u. Relative to these, the extracted values, 4.44 and 13.73 a.u., are about 1% higher for N$_2$ and 10% lower for CO$_2$. The nitrogen agreement is closer than the rough ratio warrants, since the allowance alone is worth 5%, and it does not survive a larger basis, as shown below. The carbon dioxide difference is well outside the range due to the allowance.

The mean $\alpha$ used in the extraction comes from the same calculation as the MP2 anisotropy. An error that scaled all calculated components by one factor would cancel from the comparison, which therefore concerns $\gamma/\alpha$. The calculation leaves out the frequency dependence of the polarizability, vibrational averaging and electron correlation beyond MP2. Its result also depends on the finite basis and on the fixed bond length. The input ratio is itself rough. The basis dependence is large. In aug-cc-pVTZ the MP2 components become $(14.34,\,10.12)$ a.u. for N$_2$ and $(27.38,\,12.77)$ a.u. for CO$_2$. The means rise to 11.53 and 17.64 a.u., the extracted $|\gamma|$ to 4.5 and 14.0 a.u., and the calculated anisotropies fall to 4.22 and 14.61 a.u. The differences change from about $+1\%$ and $-10\%$ to about $+7\%$ and $-4\%$. More than half of the carbon dioxide discrepancy thus comes from the small basis, which underestimates $\alpha_\perp$, and the close nitrogen agreement is partly accidental. The frequency dependence is smaller: at the Hartree–Fock level $\gamma/\alpha$ rises by about 1% between zero frequency and 633 nm in both molecules. The other contributions are not separated here.

## Part (f): unpolarized incident light

**Question.** The polarizer is removed from the incident beam, which is now unpolarized. Find the new ratio $\rho_n=I_x/I_z$ and evaluate it for the two gases.

**Answer.** Unpolarized light travelling along $x$ is an incoherent mixture, in equal parts, of light polarized along $z$ and along $y$. Their scattered intensities add. The $y$-polarized half induces $p_i=\alpha_{iy}E$ and contributes $\langle\alpha_{xy}^2\rangle$ to $I_x$ and $\langle\alpha_{zy}^2\rangle$ to $I_z$. By isotropy both equal $P=\gamma^2/15$. Hence

$$\rho_n=\frac{2P}{\langle\alpha_{zz}^2\rangle+P}=\frac{2\rho}{1+\rho},$$

where the last form follows on dividing by $\langle\alpha_{zz}^2\rangle$. Inserting (2) and multiplying by 45,

$$\rho_n=\frac{6\gamma^2}{45\alpha^2+4\gamma^2+3\gamma^2}=\frac{6\gamma^2}{45\alpha^2+7\gamma^2} .$$

The values are $0.020/1.010=0.0198$ for N$_2$ and $0.080/1.040=0.0769$ for CO$_2$. For weak depolarization $\rho_n\approx2\rho$. If such a ratio were put into (5), $|\gamma|$ would come out too large by a factor of about $\sqrt2$. The state of the incident polarization must therefore be known before a ratio is interpreted.

## Part (g): a filter that removes the rotational wings

**Question.** A narrow filter now passes the unshifted line alone, with the incident light again polarized along $z$. Treat the molecules as classical linear rotors. Find the ratio $\rho_{\rm line}$, and the error made if it is inserted in (5).

**Answer.** A free linear rotor turns in a plane perpendicular to its angular momentum, whose direction is the unit vector $\mathbf j$. With perpendicular unit vectors $\mathbf e_1,\mathbf e_2$ in that plane and angular velocity $\Omega$,

$$\mathbf n(t)=\mathbf e_1\cos\Omega t+\mathbf e_2\sin\Omega t .$$

The products $n_in_j$ contain a constant part and parts oscillating at $2\Omega$. In a field of frequency $\omega$, the constant part produces light at $\omega$ and the oscillating parts produce the wings at $\omega\pm2\Omega$. The unshifted line is thus governed by the time-averaged tensor. Since $\cos^2\Omega t$ and $\sin^2\Omega t$ average to $\frac12$ and their cross term averages to zero,

$$\overline{n_in_j}=\tfrac12(e_{1i}e_{1j}+e_{2i}e_{2j})=\tfrac12(\delta_{ij}-j_ij_j).$$

The last step uses the completeness of the three unit vectors. Inserting this in (4),

$$\overline{\alpha_{ij}}=\alpha\,\delta_{ij}+\gamma\left(\tfrac12\delta_{ij}-\tfrac12j_ij_j-\tfrac13\delta_{ij}\right)=\alpha\,\delta_{ij}-\tfrac12\gamma\left(j_ij_j-\tfrac13\delta_{ij}\right).$$

This has the form (4), with $\mathbf j$ in place of $\mathbf n$ and $-\gamma/2$ in place of $\gamma$. The direction $\mathbf j$ is also random, so (3) applies with $\gamma^2$ replaced by $\gamma^2/4$:

$$\rho_{\rm line}=\frac{3\gamma^2/4}{45\alpha^2+\gamma^2}=\frac{3\gamma^2}{180\alpha^2+4\gamma^2}.$$

With the extracted anisotropies this is 0.0025 for N$_2$ and 0.0104 for CO$_2$, about a quarter of the full ratios. Put into (5), these values return $|\gamma|/2$: 2.2 a.u. instead of 4.4, and 6.9 a.u. instead of 13.7. In this model the remedy is to double the result.

The missing light is in the wings. Subtracting the line's averages from (2) leaves

$$\frac{\gamma^2}{15}-\frac{\gamma^2}{60}=\frac{\gamma^2}{20}\quad\text{in }I_x,\qquad \frac{4\gamma^2}{45}-\frac{\gamma^2}{45}=\frac{\gamma^2}{15}\quad\text{in }I_z .$$

Their ratio is $3/4$, the value found in part (d) for purely anisotropic scattering. This is as it should be, because the isotropic part of the polarizability does not change as the molecule turns.

The classical rotor is appropriate when the occupied rotational states have many quanta. At low rotational quantum numbers the division between line and wings needs a quantum calculation. At 300 K the quantum line strengths put 0.255 (N$_2$) and 0.251 (CO$_2$) of the anisotropic light in the unshifted line instead of 0.25, so doubling is good to about 1% for these gases. A filter that passes part of the wings gives a ratio between $\rho_{\rm line}$ and $\rho$ if it treats both polarizations alike and passes the whole line and the same fraction of all the wing light. The numerical output below lists the classical and aug-cc-pVDZ values used in parts (b) to (g).

## Calculated quantities

```
model principal values: [ 7. 10. 16.] a.u.
model alpha, gamma: 11.000, 7.9373 a.u.
model <a_xz^2>, <a_zz^2>: 4.2000, 126.6000 a.u.^2
model rho: 0.03318 (dimensionless)
axis averages <nz^4>, <nx^2 nz^2>: 0.20000, 0.06667
rho of rod, disc, traceless tensor: 0.3333, 0.1250, 0.7500
random-phase rho, formula rho (alpha=10, gamma=6 a.u.): 0.0232, 0.0233
field strength: 0.004 a.u.; 1 a.u. of polarizability = 0.148185 A^3
N2 bond length: 1.10 A; rough input rho: 0.010 +/- 0.001
N2 MP2 parallel, perpendicular: 14.34, 9.93 a.u.
N2 MP2 mean alpha: 11.40 a.u. = 1.689 A^3
N2 extracted gamma/alpha: 0.3899
N2 extracted gamma: 4.44 a.u. = 0.659 A^3
N2 gamma range from rho allowance: 4.21 to 4.67 a.u.
N2 extracted parallel, perpendicular: 14.36, 9.92 a.u.
N2 MP2 gamma (comparison): 4.41 a.u.
N2 extracted/MP2 gamma - 1: 0.9 %
N2 rho for unpolarized light: 0.01980
N2 rho of unshifted line alone: 0.00253
N2 false gamma from line-only rho: 2.22 a.u.
CO2 bond length: 1.16 A; rough input rho: 0.040 +/- 0.001
CO2 MP2 parallel, perpendicular: 27.42, 12.16 a.u.
CO2 MP2 mean alpha: 17.25 a.u. = 2.556 A^3
CO2 extracted gamma/alpha: 0.7961
CO2 extracted gamma: 13.73 a.u. = 2.035 A^3
CO2 gamma range from rho allowance: 13.55 to 13.91 a.u.
CO2 extracted parallel, perpendicular: 26.41, 12.67 a.u.
CO2 MP2 gamma (comparison): 15.26 a.u.
CO2 extracted/MP2 gamma - 1: -10.0 %
CO2 rho for unpolarized light: 0.07692
CO2 rho of unshifted line alone: 0.01042
CO2 false gamma from line-only rho: 6.87 a.u.
```
